\section*{Dislocation Sinks in Kick-Out Diffusion: From Trough to Erfc Profile}

\section*{The problem}

Gold enters a crystal foil of thickness $d$ through both faces. Interstitial gold Au$_i$ moves quickly and becomes substitutional gold Au$_s$ by displacing a lattice atom, which becomes a self-interstitial $I$:
\begin{equation}
\mathrm{Au}_i \rightleftharpoons \mathrm{Au}_s+I .
\end{equation}
Substitutional gold is immobile. Straight dislocations, of length $\rho$ per unit volume, absorb self-interstitials. Their density is fixed, they do not saturate and they do not trap gold. All species are uncharged, coefficients are constant, vacancies are omitted, and the reaction is in local equilibrium. Both surfaces hold every species at its equilibrium concentration. Initially there is no gold and $C_I=C_I^{\rm eq}$.

Use the dimensionless concentrations and parameters
\begin{align}
c&=\frac{C_s}{C_s^{\rm eq}},& g&=\frac{C_i}{C_i^{\rm eq}},& s&=\frac{C_I}{C_I^{\rm eq}},\\
P_i&=\frac{D_iC_i^{\rm eq}}{C_s^{\rm eq}},& P_I&=\frac{D_IC_I^{\rm eq}}{C_s^{\rm eq}},&
\varepsilon_{i,I}&=\frac{C_{i,I}^{\rm eq}}{C_s^{\rm eq}} .
\end{align}

The round model parameters are $d=500\,\mu$m, $t=10^4$ s, $C_s^{\rm eq}=10^{23}$, $C_i^{\rm eq}=10^{19}$ and $C_I^{\rm eq}=10^{18}\,{\rm m^{-3}}$, $D_i=2.5\times10^{-9}$ and $D_I=2.5\times10^{-10}\,{\rm m^2/s}$. The dislocation capture radius is $r_0=1$ nm.

A two-sided erfc profile also has a minimum at the midplane. Here ``U-shaped'' means the dislocation-free kick-out profile, with steep rims and a broad trough. As the change of shape is gradual, two densities are sought:
\begin{itemize}
\item the \emph{crossover density}, at which the profile has equal rms distance, over the half-foil, from the dislocation-free profile and from the erfc solution;
\item the \emph{nearly-erfc density}, at which the largest deviation from the erfc solution is $0.01\,C_s^{\rm eq}$.
\end{itemize}

\section*{(a) Transport equations}

\textbf{Question.} Add a sink term $\kappa D_I(C_I-C_I^{\rm eq})$ to the kick-out equations and eliminate the reaction rate.

\textbf{Answer.} Let $\mathcal R$ be the net forward reaction rate per volume. Then
\begin{align}
\partial_t C_i&=D_i\partial_x^2C_i-\mathcal R,\qquad \partial_tC_s=\mathcal R,\\
\partial_t C_I&=D_I\partial_x^2C_I+\mathcal R-\kappa D_I(C_I-C_I^{\rm eq}).
\end{align}
Adding the two gold equations removes $\mathcal R$. Subtracting the self-interstitial equation from that of Au$_s$ also removes it. Division by $C_s^{\rm eq}$ gives
\begin{align}
\partial_t(c+\varepsilon_i g)&=P_i g_{xx},\label{gold}\\
\partial_t(c-\varepsilon_I s)&=-P_Is_{xx}+\kappa P_I(s-1).\label{self}
\end{align}
Mass action requires $C_sC_I/C_i$ to keep its equilibrium value, so $cs/g=1$, or
\begin{equation}
c=g/s .\label{mass}
\end{equation}
At $x=0$, $c=g=s=1$; at $x=d/2$ symmetry makes all gradients vanish. Equation (\ref{self}) says that gold can become substitutional only as fast as the self-interstitials it creates diffuse out, are absorbed, or accumulate.

\section*{(b) Sink strength}

\textbf{Question.} Find $\kappa(\rho)$ from a cylindrical cell around one dislocation.

\textbf{Answer.} Each dislocation owns a cell of radius $R$ with $\pi R^2\rho=1$. Let self-interstitials be generated uniformly at rate $G$, with $C_I=C_I^{\rm eq}$ at $r_0$ and no flux through $R$. In the steady state
\begin{equation}
\frac{D_I}{r}\frac{d}{dr}\left(r\frac{dC_I}{dr}\right)=-G,
\qquad
\frac{dC_I}{dr}=\frac{G}{2D_I}\left(\frac{R^2}{r}-r\right),
\end{equation}
where the constant follows from zero flux at $R$. A second integration gives
\begin{equation}
C_I-C_I^{\rm eq}=\frac{G}{2D_I}\left[R^2\ln\frac r{r_0}-\frac{r^2-r_0^2}{2}\right].
\end{equation}
For $r_0\ll R$ the area averages of $\ln(r/r_0)$ and $r^2/2$ are $\ln(R/r_0)-\frac12$ and $R^2/4$. Hence
\begin{equation}
\overline{C_I}-C_I^{\rm eq}=\frac{GR^2}{2D_I}\left[\ln\frac R{r_0}-\frac34\right].
\end{equation}
Equating $G$ to the averaged loss $\kappa D_I(\overline{C_I}-C_I^{\rm eq})$ and using $R^{-2}=\pi\rho$,
\begin{equation}
\kappa=\frac{2\pi\rho}{\ln(R/r_0)-3/4},\qquad R=(\pi\rho)^{-1/2}.\label{kappa}
\end{equation}

In the actual process generation is neither steady nor strictly uniform. The averaging was therefore tested on a cell filling with gold at $g=1$. The averaged law is then $\dot c=\kappa P_I(1/c-1)$, because $s=1/c$. Separating variables, with $c/(1-c)=-1+1/(1-c)$, gives
\begin{equation}
\left[-c-\ln(1-c)\right]_{c(0)}^{c(t)}=\kappa P_It .\label{fill}
\end{equation}
For a cell at $\rho=10^{11}\,{\rm m^{-2}}$, starting from $c=0.05$ and filled until $\kappa P_It=0.5$, the radially resolved calculation gave a mean $c$ of 0.6992 and this law 0.6988. Use of $\kappa$ in a one-dimensional profile also requires $R$ to be small compared with the distances over which the profile changes.

\section*{(c) The dislocation-free trough}

\textbf{Question.} For $\kappa=0$ and ample Au$_i$, find the trough profile and its midplane value when $c_m\ll1$.

\textbf{Answer.} Ample supply means $g\simeq1$, so $c=1/s$. Neglect the stored self-interstitials, $\varepsilon_Is\ll c$. Equation (\ref{self}) becomes $\partial_t(1/s)=-P_Is_{xx}$, or
\begin{equation}
s_t=P_Is^2s_{xx}.
\end{equation}
Set $s=T(t)X(x)$ and divide by $T^3X$:
\begin{equation}
\frac{T'}{T^3}=P_IXX''=-\lambda .
\end{equation}
The left side gives $d(T^{-2})/dt=2\lambda$. Since $c=0$ initially, $T^{-2}(0)=0$ and $T=(2\lambda t)^{-1/2}$. With $A=\lambda/P_I$, the spatial equation is $X''=-A/X$. Multiplication by $X'$ and integration from the midplane, where $X=X_m$ and $X'=0$, gives
\begin{equation}
X'^2=2A\ln(X_m/X).
\end{equation}
The surface value $s=1$ is small compared with $s_m$, so take $X(0)=0$. Put $X=X_me^{-v^2}$; then $dX=-2vX_me^{-v^2}dv$ and $X'=\sqrt{2A}\,v$, so
\begin{equation}
x=\frac{2X_m}{\sqrt{2A}}\int_v^\infty e^{-y^2}dy
=X_m\sqrt{\frac{\pi}{2A}}\,{\rm erfc}\,v .
\end{equation}
At the midplane $v=0$ and $x=d/2$, which fixes $X_m=(d/2)\sqrt{2A/\pi}$. Therefore $s_m=X_mT=d/(2\sqrt{\pi P_It})$, and
\begin{equation}
c_m=\frac2d\sqrt{\pi P_It},\qquad
c=c_me^{v^2},\quad {\rm erfc}\,v=\frac{2x}{d}.\label{trough}
\end{equation}
The profile diverges at $x=0$ because the surface value of $s$ was replaced by zero. It describes the trough, not the points where $c$ is close to one.

Here $P_I=2.5\times10^{-15}\,{\rm m^2/s}$ and $\sqrt{P_It}=5\,\mu$m, so $c_m=(2/500)\sqrt\pi\,(5)=0.0354$. The full equations with $P_i$ raised a hundredfold give 0.0349, but the example itself gives 0.0261. Its $s_m=28.0$ is close to the predicted $1/0.0354=28.2$, while $g_m=0.731$. By (\ref{mass}), the shortfall lies mainly in the Au$_i$ supply.

Its size can be estimated from (\ref{gold}). For a flat trough growing as $\sqrt t$, $g_{xx}\simeq c_m/(2P_it)$, so
\begin{equation}
1-g_m\simeq\frac{c_m}{2P_it}\,\frac{(d/2)^2}{2}=\frac{c_md^2}{16P_it}.
\end{equation}
With $\sqrt{P_it}=50\,\mu$m and $c_m=0.0354$ this is 0.22, against the calculated 0.27. The trough is not flat. As part (e) shows, $1-g_m$ equals $P_i^{-1}$ times the growth rate of the first moment of the gold, so the uptake is weighted by $x$ and the rims count little. For the profile (\ref{trough}), with $u=2x/d={\rm erfc}\,v$, one has $\int_0^1ue^{v^2}du=(2/\sqrt\pi)\int_0^\infty{\rm erfc}\,v\,dv=2/\pi$ in place of the flat value $1/2$. This raises the estimate by $4/\pi$ to 0.28. Both numbers use the ample-supply $c_m$ and are first approximations; with $c_m=0.0261$ the flat formula would give 0.16.

\section*{(d) The strong-sink limit}

\textbf{Question.} Find the profile when sinks hold $s=1$. Why must the Au$_i$ supply be finite for this limit to have erfc form?

\textbf{Answer.} If $s=1$, then $g=c$, and (\ref{gold}) becomes linear:
\begin{equation}
c_t=D_*c_{xx},\qquad D_*=\frac{P_i}{1+\varepsilon_i}
=\frac{D_iC_i^{\rm eq}}{C_s^{\rm eq}+C_i^{\rm eq}} .
\end{equation}
For one surface the solution is ${\rm erfc}[x/(2\sqrt{D_*t})]$. Images of alternating sign restore the boundary value at both faces:
\begin{equation}
c_*(x,t)=\sum_{n=0}^{\infty}(-1)^n\left[
{\rm erfc}\frac{nd+x}{2\sqrt{D_*t}}
+{\rm erfc}\frac{(n+1)d-x}{2\sqrt{D_*t}}\right].
\end{equation}
At $x=0$ the terms cancel in pairs, leaving ${\rm erfc}(0)=1$; exchange of $x$ and $d-x$ gives the same result at the other face. The midplane value in the example is 0.0008.

The gradient in this limit is a gradient of Au$_i$ supply. If $P_i\to\infty$ first, $g=1$ throughout, and where self-interstitial diffusion to the surfaces is negligible the interior fills uniformly by (\ref{fill}). Strong sinks then give a flat profile approaching $c=1$. A separate erfc profile at each face requires $\sqrt{P_it}$ to be small compared with $d/2$.

\section*{(e) A moment independent of the sinks while $g_m$ is negligible}

\textbf{Question.} Find the rate of change of the first moment of gold in the half-foil.

\textbf{Answer.} Define $M=\int_0^{d/2}x(c+\varepsilon_ig)\,dx$. Multiply (\ref{gold}) by $x$ and integrate by parts:
\begin{equation}
\frac{dM}{dt}=P_i\left\{[xg_x]_0^{d/2}-[g]_0^{d/2}\right\}=P_i(1-g_m).\label{moment}
\end{equation}
The first bracket vanishes because $x=0$ at the surface and $g_x=0$ at the midplane. While $g_m$ remains negligible, $M=P_it$ for any $\kappa$. Under this condition sinks may redistribute the gold and change its total amount, but they leave this moment unchanged. Without sinks the example does not meet the condition: $g_m$ reaches 0.731, and $M$ falls below $P_it$. At $\rho=10^{11}\,{\rm m^{-2}}$ and at the nearly-erfc density found below, the calculated $M/(P_it)$ is 0.9998 and 0.9999.

\section*{(f) Approach to the erfc profile}

\textbf{Question.} Find the leading correction for large $\Lambda=\kappa P_It$ in a thick foil with $P_i\gg P_I$. Estimate the nearly-erfc density.

\textbf{Answer.} Treat one face as semi-infinite and neglect $\varepsilon_i$ and $\varepsilon_I$. Let
\begin{equation}
\eta=\frac{x}{2\sqrt{P_it}},\quad q={\rm erfc}\,\eta,\quad E=e^{-\eta^2},\quad
c=q+\frac{W(\eta)}{\Lambda}.
\end{equation}
The diffusion term $P_Is_{xx}$ is smaller than the sink term by a factor of order $1/(4\kappa P_it)=P_I/(4P_i\Lambda)$, so (\ref{self}) gives $s-1=c_t/(\kappa P_I)$. Since $\eta_t=-\eta/(2t)$ and $q'=-2E/\sqrt\pi$,
\begin{equation}
q_t=\frac{F}{t},\qquad F=\frac{\eta E}{\sqrt\pi},\qquad s-1\simeq\frac F\Lambda .
\end{equation}
Thus $g=cs=q+(W+Fq)/\Lambda$ to first order. Because $\Lambda\propto t$, the time derivative of $W/\Lambda$ is $-(W+\eta W'/2)/(\Lambda t)$, while $P_i\partial_x^2=(4t)^{-1}\partial_\eta^2$. The first-order part of $c_t=P_ig_{xx}$ is therefore
\begin{equation}
\mathcal L[W]\equiv W''+2\eta W'+4W=-(Fq)''.\label{W}
\end{equation}
With $q''=4\eta E/\sqrt\pi$, the product rule gives the right side as
\begin{equation}
-(Fq)''=\frac1{\sqrt\pi}\left[(6\eta-4\eta^3)Eq+\frac{4-12\eta^2}{\sqrt\pi}E^2\right].
\end{equation}

The operator acts on three suitable functions as follows, by direct differentiation and $q''+2\eta q'=0$:
\begin{align}
\mathcal L[\eta^3Eq]&=(6\eta-4\eta^3)Eq+\frac{-12\eta^2+8\eta^4}{\sqrt\pi}E^2,\\
\mathcal L[\eta Eq]&=\frac{-4+8\eta^2}{\sqrt\pi}E^2,\\
\mathcal L[\eta^2E^2]&=(2-12\eta^2+8\eta^4)E^2 .
\end{align}
Try $\sqrt\pi W=\eta^3Eq+a\eta Eq+b\eta^2E^2/\sqrt\pi$. The $Eq$ terms already agree. In the $E^2$ terms, the powers $\eta^4$ and $\eta^0$ require $8+8b=0$ and $-4a+2b=4$, so $b=-1$ and $a=-3/2$. The $\eta^2$ coefficient is then $-12+8a-12b=-12$, as required.

One may add $B\eta E$, because $\mathcal L[\eta E]=0$. This is the remaining freedom once $W(0)=0$ is imposed, and decay at large $\eta$ does not fix $B$. The moment law does: $\int_0^\infty x\,q\,dx=4P_it\int_0^\infty\eta q\,d\eta=P_it$ already supplies all of $M$, so $\int_0^\infty\eta W\,d\eta=0$. In this integral use $(\eta^4-\frac32\eta^2)E=(-\frac12\eta^3E)'$ and integrate by parts:
\begin{equation}
\int_0^\infty\!\left(\eta^4-\tfrac32\eta^2\right)Eq\,d\eta
=-\frac1{\sqrt\pi}\int_0^\infty\eta^3E^2d\eta=-\frac1{8\sqrt\pi}.
\end{equation}
The $\eta^2E^2$ term contributes another $-1/(8\sqrt\pi)$, and $\int_0^\infty\eta^2E\,d\eta=\sqrt\pi/4$. Hence $B\sqrt\pi/4=1/(4\sqrt\pi)$, $B=1/\pi$, and
\begin{equation}
W=\frac1{\sqrt\pi}\left[\left(\eta^3-\frac{3\eta}{2}\right)e^{-\eta^2}{\rm erfc}\,\eta
-\frac{\eta^2e^{-2\eta^2}}{\sqrt\pi}+\frac{\eta e^{-\eta^2}}{\pi}\right].
\end{equation}

Its largest magnitude is 0.1244. For a permitted deviation $\delta$, the leading-order threshold is
\begin{equation}
\Lambda_*=\frac{\max|W|}{\delta},\qquad
\kappa_*=\frac{\Lambda_*C_s^{\rm eq}}{D_IC_I^{\rm eq}t}.\label{threshold}
\end{equation}
For $\delta=0.01$, $\Lambda_*=12.44$. With $P_It=2.5\times10^{-11}\,{\rm m^2}$ this means $\kappa_*=4.98\times10^{11}\,{\rm m^{-2}}$, and solution of (\ref{kappa}) gives $\rho=4.72\times10^{11}\,{\rm m^{-2}}$. Neither $D_i$ nor $d$ appears in $\kappa_*$, within the stated regime. While $\sqrt{P_it}$ remains small compared with $d/2$, a longer anneal lowers $\kappa_*$ as $1/t$; $\rho$ follows this law apart from the logarithm in (\ref{kappa}).

\section*{(g) Numerical determination}

\textbf{Question.} Describe a numerical solution of the full equations, find both densities and interpret them.

\textbf{Answer.} Substitute $g=cs$ and solve for $c$ and $s$ on a half-foil grid refined towards the surface. For a node with neighbouring spacings $h_-$ and $h_+$, balance over its cell gives
\begin{equation}
f_{xx}\simeq\frac{2}{h_-+h_+}\left(\frac{f_{j+1}-f_j}{h_+}-\frac{f_j-f_{j-1}}{h_-}\right).
\end{equation}
The midplane half-cell has no outer flux. If $h$ is the current time step and $\omega$ its ratio to the preceding one, use
\begin{equation}
hQ_t\simeq\frac{1+2\omega}{1+\omega}Q^n-(1+\omega)Q^{n-1}
+\frac{\omega^2}{1+\omega}Q^{n-2}
\end{equation}
for $Q=c+\varepsilon_ics$ and $Q=c-\varepsilon_Is$. This formula differentiates $1$, $t$ and $t^2$ correctly at the new time. The first step uses $Q^1-Q^0$. Newton iteration solves the coupled equations at each step, and a root search in $\ln\rho$ applies each criterion.

The results are
\begin{center}
\begin{tabular}{lccc}
criterion & $\rho$ (m$^{-2}$) & $\Lambda$ & $R$ ($\mu$m)\\
crossover & $7.9\times10^9$ & 0.155 & 6.35\\
nearly erfc & $4.8\times10^{11}$ & 12.7 & 0.81
\end{tabular}
\end{center}
or $7.9\times10^5$ and $4.8\times10^7\,{\rm cm^{-2}}$. The densities differ by a factor of about 60, so the change occupies a broad range.

At the crossover the rms distance to either reference is 0.141, and the largest deviation from the erfc solution is 0.36. The profile there resembles neither limit closely. At $50\,\mu$m depth, for example, $c$ is 0.071 without sinks, 0.283 at the crossover, 0.471 at the nearly-erfc density and 0.480 in the erfc solution. The crossover profile does not lie between the two references everywhere: at $150\,\mu$m it is 0.073, above both 0.031 without sinks and 0.034 in the erfc solution.

The midplane does not change monotonically. In the scan, $c_m$ rises from 0.026 without sinks to 0.046 at $10^9\,{\rm m^{-2}}$, then falls to 0.0094 at $10^{10}\,{\rm m^{-2}}$. Equation (\ref{mass}) separates the two effects. Between zero density and $10^9\,{\rm m^{-2}}$, $s_m=g_m/c_m$ falls from 28.0 to $0.2034/0.0460=4.4$, a larger factor than the fall of $g_m$ from 0.731 to 0.203. At $10^{10}\,{\rm m^{-2}}$, $s_m$ is already $0.01105/0.00936=1.18$, whereas $g_m$ has fallen to 0.011: Au$_i$ supply now limits the midplane.

The leading-order density from part (f) is 2 to 3\% below the numerical nearly-erfc density, the range reflecting the mesh error given below. At $\Lambda=100$, the calculated correction profile agrees with $W$ to within 0.7\% of its peak magnitude. The estimate worsens at weaker sinks: at $\Lambda=2.33$ it gives a deviation of $0.1244/2.33=0.053$, while the full solution gives 0.059. When $\Lambda$ is kept at the nearly-erfc value, halving $P_I$ or halving the time leaves the deviation at 0.0100. A finer space and time mesh gives 0.0101, so the tabulated nearly-erfc $\Lambda$ and $\rho$ are low by about 1\%.

The nearly-erfc result meets the length condition of part (b): $R=0.81\,\mu$m is far below $\sqrt{P_it}=50\,\mu$m. At the crossover, $R=6.35\,\mu$m is comparable with the width of the steep rim, so that density is less secure. At $10^8\,{\rm m^{-2}}$, $R=56\,\mu$m exceeds even $\sqrt{P_it}$, and the one-dimensional result is only a rough average.

Both densities depend on the chosen criteria. By (\ref{threshold}), a stricter erfc tolerance raises $\kappa_*$ in inverse proportion to $\delta$. The crossover criterion contains no tolerance, and its density was found only numerically, for this example. Further values are in the numerical output.

\section*{Computed results}
\begin{verbatim}
foil thickness 500 um; time 10000 s; capture radius 1 nm
equilibrium Au_s, Au_i, I: 1.0e+23, 1.0e+19, 1.0e+18 m^-3
D_i 2.50e-09, D_I 2.50e-10 m^2/s
P_i 2.50e-13, P_I 2.50e-15 m^2/s; ratio 100
sqrt(P_i t) 50.0 um; sqrt(P_I t) 5.0 um
cell test, mean c: radial 0.6992, averaged law 0.6988
midplane c, no sinks: law 0.0354, with 100 P_i 0.0349, example 0.0261
midplane I supersaturation s, no sinks, example: 28.00
strong-sink run (Lambda 1e5), max deviation from erfc: 7.67e-05
max|W| 0.1244; W profile error at Lambda 100: 0.68 % of peak
scan: rho (m^-2), Lambda, midplane c, midplane g, max deviation from erfc
  0.0e+00  0.000e+00  0.02612  0.73130  0.65048
  1.0e+08  1.541e-03  0.03717  0.59263  0.61148
  3.0e+08  4.888e-03  0.04587  0.43108  0.57762
  1.0e+09  1.738e-02  0.04604  0.20344  0.52641
  1.0e+10  1.991e-01  0.00936  0.01105  0.33726
  1.0e+11  2.332e+00  0.00148  0.00149  0.05890
  1.0e+12  2.812e+01  0.00089  0.00089  0.00440
  1.0e+13  3.543e+02  0.00084  0.00084  0.00028
crossover density: 7.900e+09 m^-2 = 7.900e+05 cm^-2; Lambda 0.155
  kappa 6.200e+09 m^-2; cell radius 6.35 um; max deviation 0.3647
nearly erfc density: 4.800e+11 m^-2 = 4.800e+07 cm^-2; Lambda 12.668
  kappa 5.067e+11 m^-2; cell radius 0.81 um; max deviation 0.0100
rms distance at crossover: to no-sink 0.1414, to erfc 0.1415
first-order estimate: Lambda 12.44, density 4.719e+11 m^-2
deviation at same Lambda: P_I halved 0.01002, time halved 0.01000
deviation on finer mesh: 0.01007
first moment/(P_i t): rho 1e11 m^-2 0.99980, nearly erfc 0.99988
profiles c: depth (um), no sinks, crossover, nearly erfc, erfc solution
      5  0.3891  0.6861  0.9408  0.9436
     25  0.1230  0.3849  0.7142  0.7237
     50  0.0706  0.2830  0.4710  0.4795
    100  0.0412  0.1553  0.1579  0.1573
    150  0.0314  0.0727  0.0356  0.0339
    250  0.0261  0.0120  0.0010  0.0008
\end{verbatim}
